# Finite-Size Scaling of the Antiferromagnetic Structure Factor from Spin-Wave Theory, part 2

The staggered moment $m$ of an infinite antiferromagnet is to be extracted from structure factors simulated on $L\times L$ lattices. With spin-wave velocity $c$ and spin stiffness $\rho_s$, symmetry and dimensions suggest

$$\frac{\mathcal S_{zz}(\mathbf Q)}{N}=\frac{m^2}{3}\left[1+\alpha\,\frac{c}{\rho_sL}+\dots\right]. \tag{1}$$

The model is $H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j$, $J>0$, with spin $S$ on a periodic square lattice: $N=L^2$, $L$ even, $\hbar=1$, lattice constant 1. Sublattices $A$, $B$ have $\varepsilon_i=+1,-1$; $\mathbf Q=(\pi,\pi)$ and $\gamma_{\mathbf k}=\tfrac12(\cos k_x+\cos k_y)$. The structure factor is $\mathcal S(\mathbf q)=\frac1N\sum_{ij}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\langle\mathbf S_i\cdot\mathbf S_j\rangle$; $\mathcal S_{zz}$ keeps only $S_i^zS_j^z$. The squared moment is $M_L^2=\mathcal S(\mathbf Q)/N$, with limit $m^2$. In the singlet ground state

$$\langle S_i^zS_j^z\rangle=\tfrac13\langle\mathbf S_i\cdot\mathbf S_j\rangle,\qquad
\frac{\mathcal S_{zz}(\mathbf Q)}N=\frac{M_L^2}{3}. \tag{3}$$

Spin waves about the Néel state (up on $A$, down on $B$) use bosons $a_i$, with $n_i=a_i^\dagger a_i$. Section 5 sets $a_{\mathbf k}=u_{\mathbf k}b_{\mathbf k}+v_{\mathbf k}b_{-\mathbf k}^\dagger$, $u=\cosh\vartheta$, $v=\sinh\vartheta$; the pair terms vanish if $\tanh2\vartheta_{\mathbf k}=-\gamma_{\mathbf k}$. The energy is

$$\omega_{\mathbf k}=4JS\sqrt{1-\gamma_{\mathbf k}^2}, \tag{6}$$

with zero modes at $0$ and $\mathbf Q$. Primed sums omit zero modes. Through order $S$,

$$M_L^2=S^2+S-\frac SN{\sum_{\mathbf q}}'\frac1{\sqrt{1-\gamma_{\mathbf q}^2}}+O(S^0). \tag{9}$$

The infinite-lattice average of $1/\sqrt{1-\gamma^2}$ is $W=1.393204$. For $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$, and a common smooth cutoff,

$$\int\frac{d^2k}{(2\pi)^2}\frac1k-\frac1{L^2}{\sum_{\mathbf k}}'\frac1k
=\frac1{2\pi L}\left[\int\frac{d^2n}{|\mathbf n|}-{\sum_{\mathbf n}}'\frac1{|\mathbf n|}\right]\equiv\frac\alpha L. \tag{11}$$

$$M_L^2-M_\infty^2=\frac{2\sqrt2\,S\,\alpha}{L}+o(1/L). \tag{12}$$

With a theta-function integral $I=0.049868$,

$$\alpha=\frac{4-2I}{2\pi}=\frac{4-2(0.049868)}{2\pi}=0.6207. \tag{13}$$

The final numerical output also lists earlier checks against exact diagonalization of the $4\times4$ lattice and a ten-site periodic cluster, the latter extrapolated in $1/S$.

## 12. Velocity and stiffness

For small $k$ the spin-wave energy is $\omega=4JS\,k/\sqrt2$, so $c=2\sqrt2\,JS$. To find the stiffness, let the staggered direction turn by a small angle $\delta$ between neighbours along one axis. Each classical bond energy along that axis rises by $JS^2(1-\cos\delta)\simeq\frac12JS^2\delta^2$, and there is one such bond per site. Comparison with the energy density $\frac12\rho_s(\nabla\varphi)^2$ gives $\rho_s=JS^2$. Hence $c/\rho_s=2\sqrt2/S$, and (12) becomes

$$M_L^2-M_\infty^2=S^2\,\frac{\alpha c}{\rho_sL}. \tag{14}$$

At leading order $m=S$, so this agrees with (1).

## 13. Renormalized parameters

For $S=1/2$, or for the Hubbard model, $m$, $c$ and $\rho_s$ differ from their leading spin-wave values. The law can still be obtained from long wavelengths alone. The following argument is controlled by small fluctuations below a cutoff, but it is not a rigorous theorem.

Average the staggered spin over blocks of size $1/\Lambda$, with $1/L\ll\Lambda\ll\rho_s/c$. The block moment has length $M_\Lambda$, assumed independent of $L$ to the order needed, and direction $\mathbf n(\mathbf r)$. Choose the third axis along the spatial average of $\mathbf n$ and write $\mathbf n\simeq(\pi_1,\pi_2,1-\frac12\boldsymbol\pi^2)$. With this choice $\boldsymbol\pi$ has no uniform component, which removes the zero mode.

Let $\pi_{a,\mathbf k}=L^{-1}\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}\pi_a(\mathbf r)$. Each mode is an oscillator with inertia $\chi=\rho_s/c^2$ and frequency $ck$. Its zero-point fluctuation is

$$\langle|\pi_{a,\mathbf k}|^2\rangle=\frac1{2\chi ck}=\frac c{2\rho_sk}.$$

The average direction has length $1-\frac1{2L^2}\int\boldsymbol\pi^2\,d^2r$. Squaring it to first order and adding the two transverse components,

$$M_L^2=M_\Lambda^2\left[1-\frac1{L^2}{\sum_{k<\Lambda}}'\frac c{\rho_sk}\right],\qquad
m^2=M_\Lambda^2\left[1-\int_{k<\Lambda}\frac{d^2k}{(2\pi)^2}\frac c{\rho_sk}\right].$$

The cutoff is understood to be smooth. Divide the two equations. The unknown $M_\Lambda$ cancels, and to first order the difference between integral and sum is (11):

$$M_L^2=m^2\left[1+\alpha\frac c{\rho_sL}\right]+o(1/L). \tag{15}$$

Equations (3) and (15) give the result stated in (1).

The same oscillators determine the structure factor near $\mathbf Q$. Two components of strength $c/(2\rho_sk)$ give

$$\mathcal S(\mathbf Q+\mathbf k)\simeq\frac Ak,\qquad A=\frac{m^2c}{\rho_s}. \tag{16}$$

The slope of $M_L^2$ against $1/L$ is thus $\alpha A$, and that of $\mathcal S_{zz}(\mathbf Q)/N$ is $\alpha A/3$. The correlations near $\mathbf Q$ therefore provide a check on the slope, but only on lattices large enough for both quantities to be close to their limits.

## 14. When the law does not apply

The derivation needs Néel order. Where $\rho_s$ goes to zero at fixed $c$, the length $c/\rho_s$ grows, and no available $L$ may be large enough. It also needs full spin rotation symmetry. An easy axis opens a gap and spoils the factor $1/3$. A rectangular lattice with different side lengths changes the sum in (11) and hence $\alpha$.

Temperature matters as well. At temperature $T$, with $k_B=1$, each oscillator fluctuation is multiplied by $\coth(ck/2T)$. The ground-state result requires $T\ll2\pi c/L$, the lowest spin-wave energy. At fixed $T$ and growing $L$, the small-$k$ terms become $2T/(\rho_sk^2)$. Their two-dimensional sum grows as $\ln L$, and the expansion about an ordered state fails. The data must therefore be converged in inverse temperature at each $L$ before the extrapolation in size.

The half-filled repulsive Hubbard model on the square lattice, with hopping $t$ and repulsion $U$, is covered when it is Néel ordered and $L$ is also large compared with the length of order $t/\Delta$ set by the single-particle gap $\Delta$. At weak coupling this length is long and causes a size dependence that (15) does not describe. In the Hartree–Fock approximation, which contains no spin waves, the squared moment of a periodic lattice at $U=2t$ exceeds its infinite-size value by about 50% at $L=6$ and 4% at $L=16$, whereas at $U=4t$ the excess is about 2% at $L=6$. Equation (15) uses the pattern of symmetry breaking and the values of $m$, $c$ and $\rho_s$, not the form of the microscopic Hamiltonian.

## 15. Setting up the fit

Let $y_L=\mathcal S_{zz}(\mathbf Q)/N$, with independent standard errors $\sigma_L$. Fit

$$y_L=a_0+\frac{a_1}L+\frac{a_2}{L^2},\qquad a_0=\frac{m^2}3,\qquad a_1=\frac{\alpha A}3. \tag{17}$$

The last term represents curvature over the fitted range. Let $X$ have rows $(1,L^{-1},L^{-2})$ and let $D$ be diagonal with entries $1/\sigma_L^2$. Minimizing $(y-Xa)^TD(y-Xa)$ gives

$$X^TDXa=X^TDy,\qquad a=By,\qquad B=(X^TDX)^{-1}X^TD.$$

The covariance of the data is $D^{-1}$, so the covariance of the coefficients is

$$BD^{-1}B^T=(X^TDX)^{-1}.$$

Its first diagonal element is the variance of $a_0$. From $m=\sqrt{3a_0}$ follows $\delta m=3\,\delta a_0/(2m)$.

The sign of the bias from omitting curvature can be found with two sizes. Put $x=1/L$. A straight line through $a_2x^2$ at $x_1$ and $x_2$ has slope $a_2(x_1+x_2)$ and intercept $a_2x_1^2-a_2(x_1+x_2)x_1=-a_2x_1x_2$. For positive $a_2$ a linear fit underestimates the moment.

## 16. Model data with a known limit

To see these errors separately from sampling noise, we need interacting-spin data whose infinite-size limit is known within the same approximation. Modified spin-wave theory supplies them for $S=1/2$. It fixes the mean boson number at $\langle n_i\rangle=S$, so each sublattice moment vanishes on a finite lattice. The constraint is imposed by adding a term $\mu\sum_in_i$, which enlarges the number term relative to the pair term. The condition of section 5 becomes $\tanh2\vartheta_{\mathbf k}=-\eta\gamma_{\mathbf k}$, where $\eta$ is fixed by the constraint. It satisfies $\eta<1$, because the boson number of the modes at $0$ and $\mathbf Q$ diverges at $\eta=1$. Define

$$F_{\mathbf k}=\frac1{2\sqrt{1-\eta^2\gamma_{\mathbf k}^2}},\qquad G_{\mathbf k}=\eta\gamma_{\mathbf k}F_{\mathbf k},$$

and let $f(\mathbf r)$, $g(\mathbf r)$ be their lattice averages with $e^{i\mathbf k\cdot\mathbf r}$. Then $\langle a_i^\dagger a_j\rangle=f-\frac12\delta_{ij}$, $\langle a_ia_j\rangle=-g$, and the constraint is $f(0)=S+\frac12$.

The Dyson–Maleev form on $A$ is $S^-=a^\dagger$, $S^+=(2S-n)a$. On $B$ it is $S^-=a$, $S^+=a^\dagger(2S-n)$. In a Gaussian state the transverse products give $2S$ times a pair average minus $2\langle n\rangle$ times the same average, which is zero. The $z$ products leave

$$\langle\mathbf S_i\cdot\mathbf S_j\rangle=f^2\ \text{(same sublattice, } i\ne j),\qquad -g^2\ \text{(opposite sublattices)}.$$

The on-site value is $S(S+1)=f(0)^2-\frac14$. The Gaussian state itself is not rotation invariant: its $z$ products carry the whole correlation, so it does not obey (3), and for $S=1/2$ it has $\langle(S_i^z)^2\rangle=3/4$. We use only the scalar products $\langle\mathbf S_i\cdot\mathbf S_j\rangle$, as an approximation to those of the singlet, and define the model data by $y_L=M_L^2/3$. Because $F_{\mathbf k}^2-G_{\mathbf k}^2=\frac14$, the correlations of one spin with all spins sum to zero, as in a singlet. For the $4\times4$ lattice this approximation gives $M_4^2=0.2763$, against the exact $0.2765$. That agreement does not establish its accuracy at large $L$, since correlations beyond the Gaussian state are left out.

Since $F_{\mathbf k+\mathbf Q}=F_{\mathbf k}$ and $G_{\mathbf k+\mathbf Q}=-G_{\mathbf k}$, $f$ vanishes between opposite sublattices and $g$ between equal ones. Hence $\varepsilon_i\varepsilon_j\langle\mathbf S_i\cdot\mathbf S_j\rangle=f^2+g^2-\frac14\delta_{ij}$. Summing over $\mathbf r$, passing to momentum space and using $F^2=G^2+\frac14$,

$$M_L^2=\frac1{N^2}\sum_{\mathbf k}\big(F_{\mathbf k}^2+G_{\mathbf k}^2\big)-\frac1{4N}=\frac2{N^2}\sum_{\mathbf k}G_{\mathbf k}^2 .$$

The two zero modes contribute $(2F_0/N)^2-1/N^2$, and the other modes contribute a term that vanishes as $L\to\infty$ (estimated below). The moment is therefore the limit of the share $2F_0/N$ that the zero modes hold in the constraint. A finite share requires $1-\eta^2\simeq1/(mN)^2$, which is negligible against $1-\gamma^2\sim1/L^2$ for all other modes. As $L\to\infty$ those modes contribute $W/2$ to the constraint:

$$m=S+\tfrac12-\tfrac12W=1-0.6966=0.3034,\qquad \frac{m^2}3=0.03068.$$

At finite $L$, (11) raises the share to $m+\sqrt2\,\alpha/L$. Its square gives $M_L^2$ the slope $2\sqrt2\,\alpha m$, so (15) and (16) require $A=2\sqrt2\,m=0.858$. Thus

$$\alpha A=0.62075\times0.85814=0.5327,\qquad \frac{\alpha A}3=0.1776.$$

At $L=1024$, $L(M_L^2-m^2)=0.535$. Independently, $k\,\mathcal S(\mathbf Q+\mathbf k)$ at the smallest $k$ is $0.871$, and multiplying by $\alpha$ gives $0.541$. The two estimates of the slope agree within about 1%.

The length in the correction is $c/\rho_s=A/m^2=9.32$ lattice constants. Hence $\alpha c/(\rho_sL)=5.79/L$, which is still 0.36 at $L=16$. The leading correction is not small for these sizes, so curvature has to be expected.

Squaring the finite-size share also gives $2\alpha^2/L^2$. The nonzero modes add $\frac2{N^2}\sum'G^2$. With $G^2\simeq1/(2k^2)$ near each of the two singular points, this is $\frac2N\cdot2\int\frac{d^2k}{(2\pi)^2}\frac1{2k^2}\simeq\ln L/(\pi L^2)$, up to a constant times $1/L^2$. Both are positive. The quadratic term in (17) imitates the logarithm over a limited range, and no claim is made that the exact model has the same logarithm.

## 17. What the fits recover

The model data $y_L=M_L^2/3$ fall from $y_6=0.06914$ to $y_{16}=0.04343$. An error of 0.5% of each value is assumed for the weights; the fitted data themselves contain no noise.

- A linear fit to $L=6,8,10,12,16$ gives $a_0=0.02787$ and $m=0.289$. The moment is 4.7% below the known limit.
- A quadratic fit to the same data gives $a_0=0.03009$ and $m=0.3005$, which is 1.0% low.
- A linear fit to $L=16,20,24,32$ gives $a_0=0.02997$ and $m=0.2999$, which is 1.2% low.

The two-size estimate gives the sign and rough size of the difference between the first two fits, though its value depends on which two sizes are chosen. With $a_2=0.202$ from the quadratic fit and the end sizes 6 and 16, it predicts an intercept shift of $-0.202/96=-0.0021$. The actual shift is $0.02787-0.03009=-0.0022$.

For the first range, the assumed errors give $a_0$ a standard error of $0.00037$ in the linear fit and $0.00122$ in the quadratic fit. Repeated fits to randomly perturbed data confirm both values within the 4% tolerance of the test. The linear fit misses the known limit by $0.0028$, more than seven of its own standard errors. The quadratic fit misses by $0.0006$, about half of its standard error. In terms of the moment, its statistical error is

$$\delta m=\frac{3\times0.00122}{2\times0.3005}=0.0061 .$$

The slopes converge more slowly than the intercepts. Against the asymptotic $0.1776$, the three fits give $0.245$, $0.201$ and $0.215$. A fitted slope from these sizes should therefore not be converted directly into $c/\rho_s$. Comparing fits of different order and range can reveal a bias, and a moment should not be quoted if their differences exceed the stated error. Agreement alone does not exclude a shared bias: the second and third fits differ by only $0.0006$ in $m$, yet both are about 1% low. The numerical output lists the data and fit coefficients to more digits.

## Computed results

```
All moments and structure factors: hbar = 1, dimensionless
10 sites, exact, S = 0.5: M2 = 0.338041
10 sites, exact, S = 1.0: M2 = 1.174476
10 sites, exact, S = 1.5: M2 = 2.511210
10 sites, coefficient of S in M2: spin wave 0.17376, exact extrapolated 0.17347
10 sites, S(q)/S at gamma = +0.25: spin wave 0.7746, exact extrapolated 0.7729
10 sites, S(q)/S at gamma = -0.25: spin wave 1.2910, exact extrapolated 1.2935
4x4, S = 1/2, exact energy per site = -0.701780 J
4x4, S = 1/2, exact: M2 = 0.276527, S_zz(Q)/N = 0.092176
4x4, S = 1/2, modified spin wave: M2 = 0.276310
4x4, S = 1/2, spin wave through order S: M2 = 0.273825
theta-function integral = 0.049868
alpha = 0.620746
alpha from lattice sum, L = 16: 0.620991
alpha from lattice sum, L = 64: 0.620762
alpha from lattice sum, L = 256: 0.620747
infinite-lattice average of 1/sqrt(1-gamma^2) = 1.393204
infinite-size moment m = 0.303398
m^2 = 0.092050, m^2/3 = 0.030683
A = 2 sqrt(2) m = 0.85814; from S(Q+k) at L = 1024: 0.87109
c/rho_s = A/m^2 = 9.3225 (lattice constants)
slope of M2 in 1/L: alpha*A = 0.53269
slope of M2 from L = 1024: 0.53520
slope of S_zz(Q)/N in 1/L: alpha*A/3 = 0.17756
data L = 6: S_zz(Q)/N = 0.069137
data L = 8: S_zz(Q)/N = 0.058348
data L = 10: S_zz(Q)/N = 0.052175
data L = 12: S_zz(Q)/N = 0.048206
data L = 16: S_zz(Q)/N = 0.043430
data L = 20: S_zz(Q)/N = 0.040675
data L = 24: S_zz(Q)/N = 0.038888
data L = 32: S_zz(Q)/N = 0.036714
linear fit, L = 6-16: a0 = 0.027868, a1 = 0.24543
  m = 0.28914, a0 - m^2/3 = -0.002815
  standard error of a0 for 0.5% data errors = 0.000365
  resulting standard error of m = 0.00189
quadratic fit, L = 6-16: a0 = 0.030094, a1 = 0.20069, a2 = 0.20165
  m = 0.30047, a0 - m^2/3 = -0.000590
  standard error of a0 for 0.5% data errors = 0.001218
  resulting standard error of m = 0.00608
linear fit, L = 16-32: a0 = 0.029974, a1 = 0.21470
  m = 0.29987, a0 - m^2/3 = -0.000709
```
